\section*{Gonzalez-Schlegel and Euler integration of reaction paths in a curved valley}

\section{The problem}

When trimethylaluminium meets a hydroxylated surface, a proton can pass from a hydroxyl group to a methyl ligand, and methane leaves. A saddle-point search gives the geometry at the top of such a barrier, but does not show which minima the saddle connects. For that one follows the valley downhill. The valley floor is gently sloped and its walls are steep, because bond stretches lie across it. Where the valley bends, a straight downhill step lands a little way up a wall, and the next gradient has a component across the valley. If the steps are too long, each one overshoots the floor and the computed points zigzag.

Let $x$ be mass-weighted Cartesian coordinates, each displacement being multiplied by the square root of its mass. Lengths are in $a_0\,\mathrm{amu}^{1/2}$ and energies in hartree; curvature $\kappa$ and stiffness $\lambda$ are in inverse length. With $g=\nabla V$, the intrinsic reaction coordinate is the steepest-descent curve
\begin{equation}
\frac{dx}{ds}=t(x),\qquad t=-\frac{g}{|g|},
\label{irc}
\end{equation}
where $s$ is arc length. Euler's method takes $x_{k+1}=x_k+h\,t_k$. The direction $t$ is undefined where $g=0$, so the convergence orders below hold on segments that exclude stationary points, for smooth $V$.

\section{The constrained half-step}

From $x_k$, go half a step to a pivot, $x^*=x_k+\tfrac h2t_k$. Then minimise $V$ on the sphere of radius $h/2$ about $x^*$, and call the minimiser $x_{k+1}=x^*+p$. With a multiplier $\Lambda$ for the constraint $|p|=h/2$, stationarity reads
\begin{equation}
g_{k+1}=\Lambda p .
\label{stat}
\end{equation}
If $\Lambda<0$, $p$ points along $-g_{k+1}$, and its length is $h/2$, so $p=\tfrac h2t_{k+1}$. Hence
\begin{equation}
x_{k+1}=x_k+\tfrac h2\,(t_k+t_{k+1}),
\label{trap}
\end{equation}
which is the implicit trapezoidal rule for (\ref{irc}). If $\Lambda>0$, energy rises outward at the minimiser and this identification fails; for the global minimiser that happens near a minimum of $V$.

The converse needs a condition. A root of (\ref{trap}) is stationary on the sphere with $\Lambda=-2|g_{k+1}|/h$, but with $H$ the Hessian, it is a strict local minimum there if $H-\Lambda$ is positive on all directions tangent to the sphere, and no minimum if $H-\Lambda$ is negative on any of them.

The minimisation also gives an energy guarantee. Since $|x_k-x^*|=h/2$, the old point lies on the same sphere, so the global minimiser cannot have a higher energy than $x_k$. An iterative search may find another stationary point. The old point is one, with $\Lambda=+2|g_k|/h$, and it is a local minimum on the sphere when $H$ exceeds $2|g_k|/h$ on all transverse directions. Code should therefore still compare the energies and check the sign of $\Lambda$.

\section{Solving the constrained problem}

At a trial point $x^*+p$ with gradient $g$, the quadratic model has gradient $g+H(q-p)$ at $x^*+q$. Setting this equal to $\Lambda q$ gives
\begin{equation}
q=-(H-\Lambda)^{-1}c,\qquad c=g-Hp,\qquad |q|=R=\tfrac h2 .
\label{q}
\end{equation}
To select the right root, write the model as $m(q)=c\cdot q+\tfrac12q^THq$ and set $A=H-\Lambda$, so that $c=-Aq$. For another point $q'$ on the sphere, $|q'|=|q|$ allows $H$ to be replaced by $A$ in the difference of the quadratic terms:
\begin{align}
m(q')-m(q)&=-q^TA(q'-q)+\tfrac12q'^TAq'-\tfrac12q^TAq\nonumber\\
&=\tfrac12(q'-q)^TA(q'-q).
\end{align}
This is non-negative if $\Lambda$ does not exceed the lowest eigenvalue $b_1$ of $H$. In the eigenbasis, $|q|^2=\sum_ic_i^2/(b_i-\Lambda)^2$, which for $\Lambda<b_1$ increases steadily with $\Lambda$. If $c_1\ne0$ there is one root, and it lies between $b_1-|c|/R$ and $b_1-|c_1|/R$. If $c_1=0$ this bracket can fail, and a component along the lowest eigenvector may have to be added by hand.

The Hessian can be updated from gradients. With $d$ the last displacement, $\Delta g$ the gradient change and $r=\Delta g-Hd$, the Powell symmetric Broyden formula is
\begin{equation}
H\leftarrow H+\frac{rd^T+dr^T}{d\cdot d}-\frac{(d\cdot r)\,dd^T}{(d\cdot d)^2}.
\end{equation}
Applied to $d$, the correction gives $r+d(r\cdot d)/d^2-d(d\cdot r)/d^2=r$, so the new $H$ reproduces $\Delta g$. It does not force $H$ to be positive definite, which would be wrong near a saddle.

\begin{verbatim}
input x, g, H, h, tol
R = h/2;  t = -g/|g|;  pivot = x + R t
p = R t;  y = pivot + p;  gy = grad(y)
update H with (y - x, gy - g)
repeat up to a set limit:
    Lam = (gy . p)/R^2
    if |gy - Lam p| < tol: return y, gy, H, Lam
    every 8th pass: recompute H at y
    c = gy - H p
    find Lam < b1 with |(H - Lam)^-1 c| = R
    p = -(H - Lam)^-1 c
    ynew = pivot + p;  gnew = grad(ynew)
    update H with (ynew - y, gnew - gy)
    y = ynew;  gy = gnew
report failure
\end{verbatim}

\section{Errors along a curved path}

Take a planar path with unit normal $n$ on its concave side, so that $t'=\kappa n$ and $n'=-\kappa t$. Varying $t=-g/|g|$ with $\delta g=H\delta x$ gives
\begin{equation}
\delta t=-\frac{H\delta x}{|g|}+\frac{g\,(g\cdot H\delta x)}{|g|^3}
=-\frac{(1-tt^T)H}{|g|}\,\delta x\equiv J\,\delta x .
\end{equation}
In the plane $1-tt^T=nn^T$. Moving along the path must reproduce $t'$, so
\begin{equation}
Jt=\kappa n,\qquad Jn=-\lambda n,\qquad \lambda=\frac{n^THn}{|g|}.
\end{equation}
The length $1/\lambda$ is the distance over which a small displacement from the path decays. It is short where the walls are stiff or the slope is small.

Next compare one step with the Taylor series $x(s+h)=x+hx'+\tfrac{h^2}2x''+\tfrac{h^3}6x'''+\dots$. Euler keeps $hx'$, so numerical minus exact is $-\tfrac{h^2}2x''$. The trapezoidal rule gives
\begin{equation}
\tfrac h2\left[x'+\left(x'+hx''+\tfrac{h^2}2x'''\right)\right]=hx'+\tfrac{h^2}2x''+\tfrac{h^3}4x''',
\end{equation}
with error $(\tfrac14-\tfrac16)h^3x'''=\tfrac{h^3}{12}x'''$; its implicit character changes this only at order $h^4$. Dividing by $h$ gives the rate at which error is fed in, so to leading order
\begin{equation}
e'=Je-\tfrac h2x''\ \text{(Euler)},\qquad e'=Je+\tfrac{h^2}{12}x'''\ \text{(constrained)}.
\end{equation}
Here $x''=\kappa n$ and $x'''=\kappa'n-\kappa^2t$. Write $e=e_tt+e_nn$. Then $e'=(e_t'-\kappa e_n)t+(e_n'+\kappa e_t)n$, while $Je=(\kappa e_t-\lambda e_n)n$. The terms $\kappa e_t$ cancel, leaving
\begin{align}
\text{Euler:}\quad &e_n'=-\lambda e_n-\tfrac h2\kappa, & e_t'&=\kappa e_n,\label{ee}\\
\text{constrained:}\quad &e_n'=-\lambda e_n+\tfrac{h^2}{12}\kappa', & e_t'&=\kappa e_n-\tfrac{h^2}{12}\kappa^2.\label{eg}
\end{align}
Where $\kappa$ and $\lambda$ vary slowly over a length $1/\lambda$, the normal errors settle near $-h\kappa/(2\lambda)$ and $h^2\kappa'/(12\lambda)$. Euler runs on the outside of the bend because each step leaves along a tangent. In the plane, the constrained path is displaced by changes of curvature, not by curvature itself. In more dimensions $x'''$ also has a component equal to curvature times torsion along the binormal, so a helical valley of constant curvature is displaced at order $h^2$.

\subsection{Constant curvature, and the arc-length label}

The segments from $x_k$ to $x^*$ and from $x^*$ to $x_{k+1}$ have equal length $h/2$ and follow the two end tangents. A circle touches both at their outer ends. If the tangent turns by $\theta$, its radius is $\tfrac h2\cot\tfrac\theta2$ and the joining arc has length
\begin{equation}
\Delta s=h\,\tfrac\theta2\cot\tfrac\theta2=h\left(1-\tfrac{\theta^2}{12}+\dots\right).
\label{arc}
\end{equation}
With $\theta\simeq\kappa h$ the arc is shorter than $h$ by $\kappa^2h^3/12$, which accounts for the last term of (\ref{eg}). Summing (\ref{arc}) instead of $h$ removes that term, at no extra gradient cost.

A circular valley of radius $\rho$ is therefore followed without error in shape, each step advancing by $\theta=2\arctan(h/2\rho)$. For $\rho=1.5$ and $h=0.5$ this is $0.3303$ rad, and the computed step stays on the circle to rounding. One Euler step ends $\sqrt{1.5^2+0.5^2}-1.5=0.081$ outside. A circle would thus flatter the constrained method, and a fair comparison needs varying curvature.

\section{Stability}

In a straight valley $V=-Fx+\tfrac12kq^2$, with $\lambda=k/F$, a small transverse deviation $q$ tilts the tangent by $-\lambda q$. Euler gives $q_1=(1-h\lambda)q_0$. The constrained step gives $q_1=q_0-\tfrac h2(\lambda_0q_0+\lambda_1q_1)$, where the subscripts allow $\lambda$ to change with position, or
\begin{equation}
\frac{q_1}{q_0}=\frac{1-h\lambda_0/2}{1+h\lambda_1/2}.
\label{damp}
\end{equation}
For constant positive $\lambda$ its magnitude is below one for every $h$, whereas Euler requires $h<2/\lambda$. Yet the factor tends to $-1$ as $h\lambda$ grows. At $h\lambda=10$ it is $-0.67$, against $-9$ for Euler: the deviation decays, but slowly and with alternating sign.

Euler's instability does not run away, because each step has fixed length and points back towards the valley floor. The full map is
\begin{equation}
q\mapsto q-\frac{h\lambda q}{\sqrt{1+\lambda^2q^2}} .
\end{equation}
A zigzag $q\mapsto-q$ requires $\sqrt{1+\lambda^2q^2}=h\lambda/2$, so
\begin{equation}
|q|=\sqrt{\frac{h^2}4-\frac1{\lambda^2}},\qquad
\text{advance}=\frac h{\sqrt{1+\lambda^2q^2}}=\frac2\lambda .
\label{cycle}
\end{equation}
The slope of the map there is $1-h\lambda(2/h\lambda)^3=1-8/(h\lambda)^2$, which lies between $-1$ and $1$ for $h\lambda>2$, so the zigzag is stable. For $\lambda=10$, raising $h$ from $0.4$ to $0.6$ widens it from $0.173$ to $0.283$, while the advance per step stays at $0.200$. Longer steps then buy no progress.

\section{A valley with a known path}

Let
\begin{equation}
x=L\sigma\tau,\qquad y=\tfrac L2(\tau^2-\sigma^2),\qquad
V=B\left(1-\frac{\sigma^2}{m^2}\right)^2+\frac K2(\tau-1)^2 .
\end{equation}
The coordinate vectors $L(\tau,-\sigma)$ and $L(\sigma,\tau)$ are orthogonal and of equal length $L\sqrt{\sigma^2+\tau^2}$, so
\begin{equation}
g=\frac{V_\sigma\,(\tau,-\sigma)+V_\tau\,(\sigma,\tau)}{L(\sigma^2+\tau^2)} .
\end{equation}
On $\tau=1$ the term $V_\tau$ vanishes and $g$ lies along the curve. The parabola $\tau=1$ is therefore a reaction path, from the saddle at $\sigma=0$ to the minimum at $\sigma=m$. To evaluate $g$ at a given point, use $\tau^2=(\sqrt{x^2+y^2}+y)/L$ and $\sigma=x/(L\tau)$, with $\tau>0$.

Put $a=ds/d\sigma=L\sqrt{1+\sigma^2}$. Integration gives
\begin{equation}
s=\tfrac L2\left[\sigma\sqrt{1+\sigma^2}+\operatorname{arsinh}\sigma\right].
\end{equation}
The tangent angle is $-\arctan\sigma$, so $\kappa=1/[a(1+\sigma^2)]=1/[L(1+\sigma^2)^{3/2}]$. For the stiffness, follow a neighbouring descent line. The equal lengths cancel in its slope, $d\tau/d\sigma=V_\tau/V_\sigma=K(\tau-1)/V_\sigma$, and its distance from the path is $a(\tau-1)$. With $V_\sigma=-a|g|$, the logarithmic decay rate of this distance is
\begin{equation}
\lambda=\frac K{a^2|g|}-\frac\sigma{a(1+\sigma^2)} .
\end{equation}

Take $B=0.03$ hartree ($0.82$ eV), $K=0.8$ hartree, $L=1.5$ and $m=1.2$. At $\sigma=1$, $a^2=4.5$ and $|g|=0.0120$, so $\lambda=14.8-0.24=14.6$ and Euler's limit is $2/\lambda=0.137$. At $\sigma=0.3$ and $0.6$ the limits are $0.093$ and $0.167$.

\section{Convergence and cost}

Both methods start on the path at $\sigma=0.3$ and take $N$ equal steps over the arc length $1.265$ to $\sigma=1$. End error is the distance from the exact end point; shape error is the largest distance of a computed point from the path.

\begin{center}
\begin{tabular}{rccccc}
 & & \multicolumn{2}{c}{Shape error} & \multicolumn{2}{c}{End error}\\
$N$ & $h$ & Euler & constr. & Euler & constr.\\
5 & 0.253 & 9.2e-2 & 1.6e-4 & 1.6e-1 & 1.2e-3\\
10 & 0.127 & 4.9e-3 & 3.5e-5 & 1.7e-3 & 2.9e-4\\
40 & 0.032 & 5.5e-4 & 2.2e-6 & 3.7e-4 & 1.8e-5\\
160 & 0.008 & 1.4e-4 & 1.4e-7 & 9.3e-5 & 1.1e-6
\end{tabular}
\end{center}

The observed orders of the end error are $1.00$ for Euler (320 to 640 steps) and $2.00$ for the constrained method (80 to 160). The prefactors also follow (\ref{ee}) and (\ref{eg}). Integrated from zero error, these predict end components $(e_n,e_t)=(-0.00935,-0.00726)h$ for Euler and $(-0.00112,-0.01807)h^2$ for the constrained step. The values extrapolated from the runs agree to the digits shown. Most of the constrained end error is thus a label error: with (\ref{arc}) the tangential coefficient falls from $-0.0181$ to $-0.00086$.

At $N=5$ the step exceeds all three quoted Euler limits. The signed distances, positive outside the bend, are $+0.018$, $-0.031$, $+0.068$, $-0.074$, $+0.092$: the zigzag of the previous section. Equation (\ref{cycle}) assumes constant $\lambda$ and is only a guide to the size here: it gives an amplitude of $0.095$ with the $\lambda$ at $\sigma=0.6$ and $0.106$ with that at $\sigma=1$. At $N=10$ the step exceeds the limit at the start but not further on, and Euler recovers.

A constrained step needs several gradients. The count falls from $6.0$ per step at $N=5$ to $3.0$ at $N=160$, with a residual tolerance of $10^{-12}$ and start-up included. With tolerance $10^{-7}$, 40 steps cost 125 gradients. Euler with 125 steps has 6.6 times the end error ($1.2\times10^{-4}$ against $1.8\times10^{-5}$) and 81 times the shape error.

The advantage in end error disappears for coarse steps. If a constrained step costs $c$ gradients, Euler at equal cost uses $h/c$. The coefficients above have magnitudes $0.0118$ and $0.0181$, so the end errors are equal at
\begin{equation}
0.0118\,\frac hc=0.0181\,h^2\quad\Rightarrow\quad h\simeq\frac{0.65}c,
\end{equation}
about $0.13$ for $c=5$. This estimate holds for this stretch, without relabelling, and while Euler's shorter step is stable.

\section{Starting and stopping}

At the saddle one must first step a distance $\delta$ along the unstable mode. The path bends away, leaving an offset $\kappa\delta^2/2$. With $\delta=h=0.1$ and $\kappa=1/L=0.667$ this is $0.0033$. Near the saddle $|g|$ grows in proportion to $s$, so $\lambda\simeq r/s$, where $r$ is the ratio of transverse to unstable force constants in magnitude. In mass-weighted coordinates force constants scale as squared frequencies, so $r=(3065/989)^2=9.6$. At $s=jh$, (\ref{damp}) becomes
\begin{equation}
\frac{q_{j+1}}{q_j}\simeq\frac{1-r/(2j)}{1+r/[2(j+1)]},
\end{equation}
giving $-1.12$, $-0.54$ and $-0.27$ for $j=1,2,3$. The computed distances $+0.00333$, $-0.00350$, $+0.00187$, $-0.00052$ have ratios $-1.05$, $-0.53$ and $-0.28$. The first step thus enlarges the offset slightly, despite the stability found for constant $\lambda$. In this estimate growth occurs when $r/2-1>1+r/4$, that is, for $r>8$. Reducing $h$ and $\delta$ together leaves the estimated ratios unchanged, and the actual ratios approach them, while the initial offset shrinks as $\delta^2$.

Near a minimum $|g|$ vanishes again, and the sphere may enclose the minimum. A practical rule is to stop when $H$ is positive definite and the Newton distance $|H^{-1}g|$ is below $h$, then finish with an ordinary minimiser. The rule is not a guarantee: on this surface, with $\delta=h$ and the exact Hessian, step lengths such as $0.07$ and $0.2$ take a step with $\Lambda>0$ before it fires. One should therefore also stop, and discard the step, when $\Lambda>0$. Here the run stops after 20 constrained steps, $0.072$ from the minimum, with the energy falling at every step.

\section{Relation to the real reaction}

The parameters are round numbers in the rough regime of the proton transfer described at the start, for which barriers of some tenths of an eV to about 1 eV are plausible. They are not a computed surface for it. The model has equal wells and one transverse mode, whereas the real reaction is exothermic and has many. The stiffest mode transverse to the path sets Euler's stability limit. Coupling to the path is not required, but the growth needs a seed. A displacement that symmetry keeps exactly zero stays zero, and rounding errors remain negligible over 5 to 20 steps like those used here. Gradient noise of order $10^{-6}$ can grow into a visible zigzag within such a run. A free hydroxyl stretch, roughly $3700\ \mathrm{cm^{-1}}$, is stiffer than the model's transverse mode, whose frequency falls from $3065\ \mathrm{cm^{-1}}$ at the saddle to $2924\ \mathrm{cm^{-1}}$ at $\sigma=0.3$. At equal slope it would raise $\lambda$ there by a factor of about $(3700/2924)^2=1.60$ and lower the limit from $0.093$ to about $0.058$.

The path also omits quantum motion. At 500 K, a rough deposition temperature, a parabolic barrier with the model's frequency $989i\ \mathrm{cm^{-1}}$ gives a tunnelling factor of $1.44$. Zero-point energy raises the model barrier by $\tfrac12(3065-1962-896)=104\ \mathrm{cm^{-1}}$, or $0.013$ eV. The root-mean-square transverse zero-point amplitude at the saddle is $0.14$, far above the constrained method's shape errors in the table. With shape errors already that small, shorter steps refine the mathematical curve more than the description of the moving proton. The full set of values is in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
B = 0.03 hartree = 0.816 eV; K = 0.8 hartree; L = 1.5 a0 amu^1/2; m = 1.2
stretch sig = 0.3 to 1.0: length 1.26503 a0 amu^1/2
saddle to minimum: path length 2.1678 a0 amu^1/2
sig 0.3: |g| 0.01497 hartree/(a0 amu^1/2), kappa 0.5858, lambda 21.620 1/(a0 amu^1/2), Euler limit 2/lambda 0.0925 a0 amu^1/2
sig 0.6: |g| 0.02144 hartree/(a0 amu^1/2), kappa 0.4203, lambda 11.943 1/(a0 amu^1/2), Euler limit 2/lambda 0.1675 a0 amu^1/2
sig 1.0: |g| 0.01200 hartree/(a0 amu^1/2), kappa 0.2357, lambda 14.575 1/(a0 amu^1/2), Euler limit 2/lambda 0.1372 a0 amu^1/2
circle R=1.5, h=0.5 a0 amu^1/2: radius error GS 1e-13, Euler 0.0811; GS angle 0.33030 rad
straight valley, factor on a small deviation per step:
  h*lambda  0.5: Euler   0.5000, GS   0.6000
  h*lambda  2.0: Euler  -1.0000, GS   0.0000
  h*lambda  3.0: Euler  -2.0000, GS  -0.2000
  h*lambda 10.0: Euler  -9.0000, GS  -0.6667
  Euler two-cycle, lambda 10, h 0.40: amplitude 0.1732, advance 0.2000 a0 amu^1/2
  Euler two-cycle, lambda 10, h 0.60: amplitude 0.2828, advance 0.2000 a0 amu^1/2
curved valley, lengths in a0 amu^1/2:
  N, h, max distance Euler, GS, end error Euler, GS, GS gradients/step
    5 0.25301  9.216e-02 1.583e-04  1.635e-01 1.167e-03  6.00
   10 0.12650  4.890e-03 3.504e-05  1.733e-03 2.902e-04  4.90
   20 0.06325  1.158e-03 8.779e-06  7.373e-04 7.245e-05  4.25
   40 0.03163  5.534e-04 2.194e-06  3.708e-04 1.811e-05  4.12
   80 0.01581  2.774e-04 5.487e-07  1.863e-04 4.526e-06  3.16
  160 0.00791  1.389e-04 1.372e-07  9.336e-05 1.132e-06  3.03
observed order: Euler (320 to 640 steps) 0.999, GS (80 to 160) 2.000
N=5 signed distances Euler (a0 amu^1/2): +0.0178 -0.0314 +0.0682 -0.0740 +0.0922
N=5 signed distances GS (a0 amu^1/2): +0.00016 +0.00013 +0.00014 +0.00011 +0.00007
error coefficients at the end (normal, tangential), measured | predicted:
  Euler, error/h (no unit): -0.00935 -0.00726 | -0.00935 -0.00726
  GS, error/h^2 in 1/(a0 amu^1/2): -0.001123 -0.018067 | -0.001123 -0.018067
  GS tangential after arc relabelling: -0.000855 | -0.000855
equal cost, 125 gradients: end error GS (40 steps) 1.811e-05, Euler 1.194e-04 a0 amu^1/2
  max distance from path: GS 2.194e-06, Euler 1.777e-04 a0 amu^1/2
saddle run, h 0.1 a0 amu^1/2: 20 GS steps, final distance to minimum 0.0718 a0 amu^1/2
  energy first 0.029818, last 7.736e-05 hartree
  first signed distances (a0 amu^1/2): +0.00333 -0.00350 +0.00187 -0.00052 +0.00007 +0.00001 +0.00002
  last signed distance +1.76e-06 a0 amu^1/2
saddle: barrier frequency 989i, transverse 3065 cm^-1
minimum: frequencies 896 and 1962 cm^-1
tunnelling factor (parabolic barrier) at 500 K: 1.439; crossover temperature 227 K
zero-point change of barrier +0.0128 eV
transverse zero-point amplitude at saddle 0.1401 a0 amu^1/2; times curvature 0.0934
\end{verbatim}
